# Planar average potential of a charge lattice in a neutralizing background

A charge $+e$ is repeated on a cubic lattice of side 1.17 nm and made neutral by a uniform negative background. On the plane halfway between two layers of these charges the average potential is $-0.644$ V. All the point charges are positive, and the plane is as far from them as a plane can be, yet the potential is neither positive nor near zero. When the cell is doubled to 2.34 nm the value only halves, to $-0.322$ V. This is the electrostatic model of a charged defect in a periodic supercell, and its sign, size and slow decay need explaining.

## The problem

One point charge $q$ sits at each point $\mathbf R$ of a lattice with cell vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$. The first two span the $xy$ plane and enclose the area $A$. The $z$ component of $\mathbf a_3$ is $L$, so the charges lie in the planes $z=nL$ and the cell volume is $\Omega=AL$. The charge density is

$$\rho(\mathbf r)=q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac{q}{\Omega},$$

and the potential obeys $\nabla^2V=-\rho/\varepsilon_0$ in SI units. $V$ is required to have the periodicity of the lattice, and its additive constant is fixed by the convention that its average over a cell is zero. The planar average is $\bar V(z)=A^{-1}\int V\,dx\,dy$, taken over the base of one cell. Show that

$$\bar V(z)=\frac{q}{2\varepsilon_0A}\left(\frac{z^2}{L}-|z|+\frac L6\right),\qquad |z|\le L,$$

continued with period $L$, and that in a cubic cell

$$\bar V(L/2)=-\frac{q}{24\,\varepsilon_0L}=\frac{q}{4\pi\varepsilon_0}\left(-\frac{\pi}{6L}\right).$$

In Gaussian units $q/4\pi\varepsilon_0$ is replaced by $q$. Since $q/(2\varepsilon_0A)=(q/4\pi\varepsilon_0)(2\pi/A)$, the prefactor is then $2\pi q/A$ and the midplane value is $-\pi q/(6L)$.

The background is needed for the problem to have a solution. Integrate the Poisson equation over a cell. The left side becomes the flux of $\nabla V$ through the cell surface, and it vanishes, because opposite faces carry the same $\nabla V$ and opposite normals. The right side is $-Q_{\rm cell}/\varepsilon_0$, so the cell must be neutral. The convention is needed too. The difference $W$ of two periodic solutions obeys $\nabla^2W=0$ everywhere. Integrating the identity $\nabla\cdot(W\nabla W)=|\nabla W|^2+W\nabla^2W$ over a cell gives $0=\int|\nabla W|^2d^3r$, again because the surface flux cancels. Hence $W$ is a constant, which the Poisson equation leaves free.

## A first estimate by scaling

In a cubic cell the only length is $L$, and $V$ is linear in $q/\varepsilon_0$. Any potential at a fixed fraction of the cell is therefore $q/(4\pi\varepsilon_0L)$ times a pure number. This accounts for the halving. With $q=e$, $q/(4\pi\varepsilon_0)=1.43996$ V nm, and division by 1.17 nm gives the scale 1.231 V.

The sign follows from the convention. The potential is high near the positive charges, and its average is zero, so it must be negative somewhere, and the place to expect this is far from them; the exact solution below puts the minimum of the planar average on the midplane. An estimate from the nearest charges alone, each giving $+q/(4\pi\varepsilon_0 r)$, has the wrong sign. It leaves out the background and all the farther cells, but adding them does not by itself settle the sign: such a sum depends on how the charge is grouped, and grouping into neutral slabs gives zero on the midplane, as shown below.

For the size, smear each layer of charges into a sheet of surface density $q/A$. A sheet produces the field $q/(2\varepsilon_0A)$ on each side, pointing away from it. The negative background weakens this field with distance from the sheet. The midplane is a mirror plane of the sheets and the background together, so the averaged field vanishes there. Taking the typical field between sheet and midplane as half the value at the sheet, the drop over the distance $L/2$ is

$$\Delta V\approx\frac12\cdot\frac{q}{2\varepsilon_0A}\cdot\frac L2=\frac{qL}{8\varepsilon_0A},$$

which is 1.933 V here. If the zero of potential lies halfway between top and bottom, the midplane value is $-qL/(16\varepsilon_0A)$. For a cube this is $-(\pi/4)\,q/(4\pi\varepsilon_0L)$, half of 1.933 V or about $-0.97$ V.

## The exact solution

### The averaged equation

Write $\nabla^2=\nabla_\parallel^2+\partial_z^2$ and integrate the Poisson equation over the base at fixed $z$. By the divergence theorem in the plane, $\int\nabla_\parallel^2V\,dx\,dy$ is the flux of $\nabla_\parallel V$ through the four edges of the parallelogram. Opposite edges are related by a lattice translation and have opposite normals, so the flux cancels. The term $\partial_z^2V$ gives $A\bar V''$. On the right, each charged plane holds one charge per area $A$, and the integral over $x,y$ removes two of the three delta functions. After division by $A$,

$$\bar V''(z)=-\frac{q}{\varepsilon_0A}\left[\sum_n\delta(z-nL)-\frac1L\right],$$

where $q/\Omega=q/(AL)$ was used. The replacement of the charges by sheets is thus exact for the planar average. A translation by $\mathbf a_3$ raises $z$ by $L$ and may shift $x,y$, but a shift does not change the average of a periodic function over a full base. So $\bar V(z+L)=\bar V(z)$ even in a sheared cell.

### Integration

For $0<z<L$ only the background acts, $\bar V''=+q/(\varepsilon_0AL)$, and two integrations give

$$\bar V(z)=\frac{q}{2\varepsilon_0AL}z^2+c_1z+c_0 .$$

A delta function in $\bar V''$ makes $\bar V'$ jump by a finite amount and leaves $\bar V$ continuous. The point potential diverges as $1/r$ at a charge, but $\int 2\pi s\,ds/s$ over the in-plane distance $s$ converges, so $\bar V(0)$ is finite. Continuity and periodicity give $\bar V(0)=\bar V(L)$:

$$c_0=\frac{qL}{2\varepsilon_0A}+c_1L+c_0\quad\Rightarrow\quad c_1=-\frac{q}{2\varepsilon_0A}.$$

The jump condition must still hold. Integrating the averaged equation across $z=0$ gives $\bar V'(0^+)-\bar V'(0^-)=-q/(\varepsilon_0A)$, and periodicity gives $\bar V'(0^-)=\bar V'(L^-)$. The solution has $\bar V'(0^+)=c_1$ and $\bar V'(L^-)=q/(\varepsilon_0A)+c_1$, whose difference is $-q/(\varepsilon_0A)$ for any $c_1$. The condition is met because the background has exactly the neutralising density.

Write $c_0=qc/(2\varepsilon_0A)$, so that $\bar V=(q/2\varepsilon_0A)f(z)$ with $f=z^2/L-z+c$. The cell average of $V$ is the average of $\bar V$ over one period of $z$:

$$\frac1L\int_0^Lf\,dz=\frac1L\left(\frac{L^3}{3L}-\frac{L^2}{2}+cL\right)=\frac L3-\frac L2+c=0\quad\Rightarrow\quad c=\frac L6 .$$

For $-L\le z<0$ use $f(z)=f(z+L)$:

$$\frac{(z+L)^2}{L}-(z+L)+\frac L6=\frac{z^2}{L}+2z+L-z-L+\frac L6=\frac{z^2}{L}+z+\frac L6,$$

and $+z=-|z|$ for negative $z$. This proves the stated form on $|z|\le L$. Outside that range $z$ must first be reduced by a multiple of $L$; the quadratic used beyond $L$ grows without limit and misses the sheets at $\pm L$.

The three terms have separate origins. The term $-|z|$ is the potential of one sheet, $z^2/L$ is the parabola of the uniform background, and $L/6$ is the convention. The averaged field is

$$\bar E_z=-\bar V'=\frac{q}{2\varepsilon_0A}\left(1-\frac{2z}{L}\right),\qquad 0<z<L,$$

and does not depend on the convention.

### Special values

At the midplane

$$f(L/2)=\frac L4-\frac L2+\frac L6=\frac{3-6+2}{12}L=-\frac L{12},\qquad \bar V(L/2)=-\frac{qL}{24\,\varepsilon_0A}.$$

With $A=L^2$ this is $-q/(24\varepsilon_0L)$, and multiplying above and below by $\pi/6$ turns $1/24$ into $(\pi/6)/(4\pi)$, the second stated form. At a charged plane $f=L/6$ and $\bar V(0)=qL/(12\varepsilon_0A)$. The span is $(1/12+1/24)\,qL/(\varepsilon_0A)=qL/(8\varepsilon_0A)$. The zeros solve $u^2-u+1/6=0$ with $u=z/L$, so $u=\tfrac12\pm\tfrac12\sqrt{1-2/3}=\tfrac12\pm\tfrac1{2\sqrt3}$, that is 0.21132 and 0.78868.

### The same result from the Fourier series

Plane-wave methods expand $V=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ over reciprocal vectors, defined by $\mathbf G\cdot\mathbf a_j=2\pi m_j$ with integer $m_j$. The coefficients of the density are $\rho_{\mathbf G}=\Omega^{-1}\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r=q/\Omega$ for $\mathbf G\ne0$, and $\rho_0=0$. The Poisson equation becomes $-G^2V_{\mathbf G}=-\rho_{\mathbf G}/\varepsilon_0$, so $V_{\mathbf G}=q/(\varepsilon_0\Omega G^2)$. At $\mathbf G=0$ it reads $0=0$, and $V_0$, the cell average, is free. Dropping the $\mathbf G=0$ term is the zero-average convention.

On the plane $\mathbf r=s\mathbf a_1+t\mathbf a_2+z\hat{\mathbf z}$ the average of a plane wave contains $\int_0^1e^{2\pi im_1s}ds\int_0^1e^{2\pi im_2t}dt$, which vanishes unless $m_1=m_2=0$. The surviving vectors are perpendicular to $\mathbf a_1$ and $\mathbf a_2$, hence along $z$, with $G_n=2\pi n/L$. Pairing $n$ with $-n$,

$$\bar V(z)=\frac{q}{\varepsilon_0AL}\sum_{n=1}^\infty\frac{2\cos G_nz}{G_n^2}=\frac{qL}{2\pi^2\varepsilon_0A}\sum_{n=1}^\infty\frac{\cos(2\pi nz/L)}{n^2}.$$

To compare, take the Fourier coefficients of $f$. The mean is zero, and the sine coefficients vanish because $f(L-z)=f(z)$. Two integrations by parts give, with $G=G_n$,

$$\int_0^Lf\cos Gz\,dz=\left[\frac{f\sin Gz}{G}\right]_0^L+\left[\frac{f'\cos Gz}{G^2}\right]_0^L-\frac1{G^2}\int_0^Lf''\cos Gz\,dz .$$

The first bracket is zero since $\sin GL=0$. The second is $[1-(-1)]/G^2$, since $f'=2z/L-1$ and $\cos GL=1$. The integral is zero because $f''=2/L$ is constant and the cosine covers whole periods. The coefficient of $e^{iG_nz}$ in $f$ is then $2/(LG_n^2)$, and multiplication by $q/(2\varepsilon_0A)$ gives $q/(\varepsilon_0ALG_n^2)$, as in the series. At $z=L/2$ the equality reads $\sum(-1)^n/n^2=-2\pi^2/24=-\pi^2/12$; numerical summation gives $-0.822467$, equal to $-\pi^2/12$ in all six decimals.

### Why zero average is the natural constant

A direct sum of $1/r$ terms over neutral cells gives a constant that depends on how the crystal is cut into cells. For example, group each layer with the background within $L/2$ of it. Such a slab is neutral and has no dipole moment, so its averaged potential, built from sheet terms $-|z-z'|$, vanishes outside it and on its faces; summed in this way the midplane value comes out zero, not $-qL/(24\varepsilon_0A)$. A cutoff that treats all charge alike is the screened kernel $e^{-\kappa r}/r$ with $\kappa\to0$. Averaging the sum over one layer across one base equals integrating a single charge over the whole plane and dividing by $A$. With $r^2=s^2+z^2$ and $s\,ds=r\,dr$,

$$\frac{q}{4\pi\varepsilon_0A}\int_0^\infty2\pi s\,\frac{e^{-\kappa r}}{r}\,ds=\frac{q}{2\varepsilon_0A}\int_{|z|}^\infty e^{-\kappa r}dr=\frac{q\,e^{-\kappa|z|}}{2\varepsilon_0A\kappa}.$$

The background gives $-(q/\Omega)(4\pi\varepsilon_0)^{-1}\int_0^\infty4\pi re^{-\kappa r}dr=-q/(\varepsilon_0AL\kappa^2)$. Together,

$$\bar V_\kappa(z)=\frac{q}{\varepsilon_0A}\left[\frac1{2\kappa}\sum_ne^{-\kappa|z-nL|}-\frac1{L\kappa^2}\right].$$

The Fourier coefficient of the sum over layers is $L^{-1}\int_{-\infty}^\infty e^{-\kappa|z|}e^{-iGz}dz/(2\kappa)=1/[L(G^2+\kappa^2)]$. At $G=0$ it is $1/(L\kappa^2)$, which the background cancels, so $\bar V_\kappa$ has zero mean for every $\kappa$. The other terms differ from the unscreened ones by $1/G^2-1/(G^2+\kappa^2)\le\kappa^2/G^4$, so

$$|\bar V_\kappa-\bar V|\le\frac{q}{\varepsilon_0AL}\,\frac{2\kappa^2L^4}{16\pi^4}\sum_{n=1}^\infty\frac1{n^4}.$$

The sum follows from Parseval's theorem for $f$. The mean of $f^2/L^2=(u^2-u)^2+\tfrac13(u^2-u)+\tfrac1{36}$ is $\tfrac1{30}-\tfrac1{18}+\tfrac1{36}=\tfrac1{180}$, and the squared coefficients add to $2\sum_n(2/LG_n^2)^2=(L^2/2\pi^4)\sum n^{-4}$. Hence $\sum n^{-4}=\pi^4/90$, and the bound is $(q/\varepsilon_0A)\,\kappa^2L^3/720$, which vanishes as $\kappa\to0$. An explicit sum over layers with $\kappa L=0.02$ stayed within this bound, $8.59\times10^{-6}$ V for the example cell, up to a rounding allowance of $10^{-10}\,qL/(\varepsilon_0A)$. The constant is still not an observable of the bulk: in a finite crystal a surface dipole layer shifts the whole interior potential.

### Plane average and point value

The value $-\pi/6$ belongs to the whole midplane. The potential at the point $(0,0,L/2)$ is different. For a cell with $\mathbf a_3$ along $z$, expand in in-plane reciprocal vectors, $V=\sum_{\mathbf g}V_{\mathbf g}(z)e^{i\mathbf g\cdot\mathbf s}$ with $\mathbf s=(x,y)$. The $\mathbf g=0$ term is $\bar V$. For $\mathbf g\neq0$ the background drops out, $\nabla_\parallel^2\to-g^2$, and

$$V_{\mathbf g}''-g^2V_{\mathbf g}=-\frac{q}{\varepsilon_0A}\sum_n\delta(z-nL).$$

Between the planes the solution with $V_{\mathbf g}(0)=V_{\mathbf g}(L)$ is $C\cosh g(L/2-z)$. Its slopes are $-Cg\sinh(gL/2)$ at $0^+$ and $+Cg\sinh(gL/2)$ at $L^-$, and the jump condition $-2Cg\sinh(gL/2)=-q/(\varepsilon_0A)$ fixes $C$. Pairing $\mathbf g$ with $-\mathbf g$ turns the exponentials into cosines:

$$V=\bar V(z)+\sum_{\mathbf g\ne0}\frac{q}{2\varepsilon_0Ag}\cos(\mathbf g\cdot\mathbf s)\,\frac{\cosh g(L/2-z)}{\sinh(gL/2)} .$$

On the midplane of a cube $\mathbf g=2\pi\mathbf m/L$ with $\mathbf m=(m_1,m_2)$, and each term is $q/(4\pi\varepsilon_0L)$ times $\cos(\mathbf g\cdot\mathbf s)/(|\mathbf m|\sinh\pi|\mathbf m|)$. The four shortest vectors have the largest coefficients, but their sum is small near points where they cancel, such as $(L/2,0)$; at that point the shift comes mainly from the next four, $|\mathbf m|=\sqrt2$, whose cosines add to $-4$. Consider the four shortest. Their cosines add to $+4$ at $\mathbf s=(0,0)$, to $0$ at $(L/2,0)$ and to $-4$ at $(L/2,L/2)$. The computed potentials, in units of $q/(4\pi\varepsilon_0L)$, are $-0.0959$, $-0.5825$ and $-0.8019$, against the average $-0.5236$. When $L$ is much larger than the in-plane spacing, the factor $1/\sinh(gL/2)$ makes the midplane potential uniform to exponential accuracy, and point value and average agree.

### Numerical checks

The full three-dimensional potential was computed by Ewald summation. Split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$. The second part satisfies

$$-\nabla^2\frac{\operatorname{erf}\eta r}{r}=-\frac1r\frac{d^2}{dr^2}\operatorname{erf}\eta r=4\pi\,\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2},$$

so it is the potential of a normalised Gaussian charge, whose Fourier transform is $e^{-G^2/4\eta^2}$. The first part is short-ranged and is summed in real space. Its cell average is $\Omega^{-1}\int_0^\infty4\pi r\operatorname{erfc}(\eta r)\,dr$. Integration by parts gives $\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=(\eta/\sqrt\pi)\int_0^\infty r^2e^{-\eta^2r^2}dr=1/(4\eta^2)$, so the average is $\pi/(\eta^2\Omega)$, and it is subtracted:

$$V=\frac{q}{4\pi\varepsilon_0}\left[\sum_{\mathbf R}\frac{\operatorname{erfc}\eta|\mathbf r-\mathbf R|}{|\mathbf r-\mathbf R|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\eta^2\Omega}\right].$$

Averaged over a uniform grid on the midplane of the cube, this gives $-0.523599\,q/(4\pi\varepsilon_0L)=-0.644413$ V, equal to $-\pi/6=-0.523599$ and to $-q/(24\varepsilon_0L)=-0.644413$ V. It also reproduced $\bar V(z)$ on other planes and in a sheared cell, and it agreed with the series for the point values. The explicit cosine series and a periodic finite-difference solution of the averaged equation agreed with the quadratic as well.

## The example in numbers

The chosen inputs are $q=+e=1.602177\times10^{-19}$ C and a $3\times3\times3$ supercell with lattice constant 0.39 nm. Then $L=1.17$ nm, $A=1.3689$ nm$^2$, $\Omega=1.6016$ nm$^3$, the background density is $-1.0004\times10^8$ C/m$^3$ and the sheet density is $q/A=0.11704$ C/m$^2$. The prefactor, which is also the field beside a charged plane, is

$$\frac{q}{2\varepsilon_0A}=\frac{0.11704\ \text{C/m}^2}{2\times8.854188\times10^{-12}\ \text{F/m}}=6.609\ \text{V/nm}.$$

At $z=0$ the bracket is $L/6=0.1950$ nm, and $6.6094\times0.1950=1.2888$ V. At $z=L/2$ it is $-L/12=-0.0975$ nm, and $6.6094\times(-0.0975)=-0.6444$ V; the other form gives $1.23074\times(-0.523599)=-0.6444$ V. At $z=L/4$ the bracket is $(1/16-1/4+1/6)L=-L/48$, a quarter of the midplane value, giving $-0.1611$ V.

In a uniform, isotropic, linear dielectric the equation is $\varepsilon_0\varepsilon_r\nabla^2V=-\rho$ with $\rho$ the free charge, background included, so every value is divided by $\varepsilon_r$. The last column uses the chosen value $\varepsilon_r=20$.

| $z/L$ | $z$ (nm) | $\bar V$ (V) | $\bar V/\varepsilon_r$ (mV) |
|---|---|---|---|
| 0 | 0 | +1.2888 | +64.44 |
| 0.1 | 0.1170 | +0.5929 | +29.64 |
| 0.2 | 0.2340 | +0.0516 | +2.58 |
| 0.3 | 0.3510 | −0.3351 | −16.75 |
| 0.4 | 0.4680 | −0.5671 | −28.35 |
| 0.5 | 0.5850 | −0.6444 | −32.22 |

The zeros lie at 0.247 nm and 0.923 nm. An electron has charge $-e$, so its plane-averaged potential energy at the midplane is positive, $+0.644$ eV unscreened and $+32.2$ meV screened. Plots of the electron's potential energy are therefore this curve turned upside down. The screened point values on the midplane are $-5.90$, $-35.85$ and $-49.35$ mV.

## Estimate and exact result compared

The scaling argument gave the sign and the $1/L$ law correctly. For cells of side 0.78, 1.17, 1.56 and 2.34 nm the midplane values are $-0.9666$, $-0.6444$, $-0.4833$ and $-0.3222$ V, or $-48.33$, $-32.22$, $-24.17$ and $-16.11$ mV with screening. The estimated drop $qL/(8\varepsilon_0A)=1.933$ V is exact, because the field falls linearly and its mean is indeed half the value at the sheet. The error was in placing the zero. The curve has a sharp peak at the charged plane and a broad minimum, so its mean lies nearer the bottom: the zero is $2/3$ of the span below the peak, $(1/12)/(1/8)$, and $1/3$ above the minimum, $(1/24)/(1/8)$. The estimate $-\pi/4$ is thus too large by the factor $(\pi/4)/(\pi/6)=3/2$, about $-0.97$ V against $-0.644$ V.

The $1/L$ law was found for a cube, whose three sides grow together; in general the midplane value is $-qL/(24\varepsilon_0A)$, which depends on $L$ and $A$ separately. At fixed $A$ and growing $L$, the case of added vacuum around a charged layer, the term $z^2/L$ vanishes near the plane and $-q|z|/(2\varepsilon_0A)$, the potential of an isolated sheet, remains. The constant $qL/(12\varepsilon_0A)$ and the midplane value then grow in proportion to $L$, so more vacuum enlarges the artefact. A slab in vacuum also has a permittivity that depends on $z$, and division by one $\varepsilon_r$ fails.

The result changes if the charge is spread out. For a Gaussian charge $\propto e^{-\eta^2r^2}$ with zero-average potential only the reciprocal sum of the Ewald formula remains. Where the erfc terms have died away, this potential exceeds the point-charge one by $(q/4\pi\varepsilon_0)\,\pi/(\eta^2\Omega)=q/(4\varepsilon_0\eta^2\Omega)$. The parabola keeps its curvature, which the background alone sets, and only the constant moves. In a real crystal the continuum picture holds at distances beyond the extent of the defect state and the scale of the bonds. There, as far as the crystal screens like a uniform dielectric, the difference between the averaged potentials of the charged and the perfect cell follows the parabola up to a constant, provided the parabola is centred on the centre of the defect charge. Moving the charge by $d$ along $z$ changes the bracket between the planes by $f(z-d)-f(z)=-2dz/L+d+d^2/L$, so a dipole moment $p_z$ about the site chosen for the model charge adds a linear term of slope $-p_z/(\varepsilon_0\varepsilon_r\Omega)$. Screening that varies within a lattice period adds ripples on the scale of that period, which this model does not contain. For a permittivity that depends on $z$ alone, the product $\varepsilon_r(z)\bar V'(z)$ is linear between the planes, so the ripples scale with the averaged field, large near the charged plane and small near the midplane, and a profile that is not symmetric about the charge adds a slope as well. Taking that difference to be zero at the midplane, on the ground that the defect is far away, misplaces the reference by 32 mV in the screened example, measured against the point-charge model. The model potential has to be subtracted first, and the level of what remains across the middle of the cell, flat in the uniform dielectric when the model sits at the centre of the charge, and rippled in a real crystal, is the offset due to the short-range structure of the defect.

## Values computed for the example and the checks

```
q = e = 1.602176634e-19 C;  eps0 = 8.854188e-12 F/m
a = 0.39 nm, 3x3x3 cell, L = 1.17 nm, eps_r = 20 (chosen)
A = 1.3689 nm^2;  Omega = 1.6016 nm^3
background density -q/Omega = -1.0004e+08 C/m^3
sheet charge q/A = 0.11704 C/m^2
q/(4 pi eps0) = 1.43996 V nm;  q/(4 pi eps0 L) = 1.23074 V
prefactor = field beside plane q/(2 eps0 A) = 6.6094 V/nm
L/6 = 0.1950 nm;  -L/12 = -0.0975 nm
z/L = 0.00: z = 0.0000 nm, Vbar = +1.28883 V, screened +64.44 mV
z/L = 0.10: z = 0.1170 nm, Vbar = +0.59286 V, screened +29.64 mV
z/L = 0.20: z = 0.2340 nm, Vbar = +0.05155 V, screened +2.58 mV
z/L = 0.25: z = 0.2925 nm, Vbar = -0.16110 V, screened -8.06 mV
z/L = 0.30: z = 0.3510 nm, Vbar = -0.33509 V, screened -16.75 mV
z/L = 0.40: z = 0.4680 nm, Vbar = -0.56708 V, screened -28.35 mV
z/L = 0.50: z = 0.5850 nm, Vbar = -0.64441 V, screened -32.22 mV
-q/(24 eps0 L) = -0.644413 V;  -pi/6 = -0.523599
Ewald plane average at L/2 = -0.644413 V = -0.523599 q/(4 pi eps0 L)
finite-difference screened Vbar(L/2) = -32.22 mV
span q L/(8 eps0 A) = 1.93324 V, screened 96.66 mV
zeros at z/L = 0.21132, 0.78868; z = 0.2473 nm, 0.9227 nm
electron energy -e Vbar(L/2) = 0.64441 eV, screened 32.22 meV
sum (-1)^n/n^2 = -0.822467;  -pi^2/12 = -0.822467
screened-kernel test: kappa L = 0.02, bound = 8.59e-06 V
point V(0,0,L/2) = -0.09593 q/(4 pi eps0 L) = -0.11807 V, screened -5.90 mV
point V(L/2,0,L/2) = -0.58252 q/(4 pi eps0 L) = -0.71693 V, screened -35.85 mV
point V(L/2,L/2,L/2) = -0.80194 q/(4 pi eps0 L) = -0.98697 V, screened -49.35 mV
2x cell: L = 0.78 nm, Vbar(L/2) = -0.9666 V, screened -48.33 mV
3x cell: L = 1.17 nm, Vbar(L/2) = -0.6444 V, screened -32.22 mV
4x cell: L = 1.56 nm, Vbar(L/2) = -0.4833 V, screened -24.17 mV
6x cell: L = 2.34 nm, Vbar(L/2) = -0.3222 V, screened -16.11 mV
```
